# Concavity and monotonicity in the adiabatic connection at fixed density: a numerical check

```python
# Adiabatic connection at fixed density n (Hartree atomic units).
# F(lam) = min_{Psi->n} <T + lam V>,  V = electron repulsion >= 0,  W(lam) = <V>_lam - U.
# Tested: F concave; (b-a)V_b <= F_b-F_a <= (b-a)V_a; W non-increasing; W(0)=Ex; dF/dlam=<V>;
# Ec = int_0^1 (W-Ex); Tc = int_0^1 (W-W(1)); Tc(lam) = int_0^lam W - lam W(lam);
# W' = -2 sum_k |<k|V+dv/dlam|0>|^2/(E_k-E_0); W'(0) = 2 Ec_GL2; linear bound on Ex-W(lam).
# U Hartree energy, Ts = F(0), Ex exchange of the KS determinant Phi, Ec = F(1)-Ts-U-Ex,
# Tc(lam) = T[Psi_lam]-Ts, v = potential that keeps the density n at coupling lam.
# Model: two electrons, 1D lattice, soft-Coulomb interaction; n_i are site occupations.
import numpy as np
from scipy.optimize import minimize
from scipy.constants import physical_constants
EV = physical_constants["Hartree energy in eV"][0]

class Lattice:
    def __init__(s, N, h, vfun):
        s.N = N
        s.x = h*(np.arange(N) - (N-1)/2)
        s.T = (np.eye(N) - 0.5*np.eye(N, k=1) - 0.5*np.eye(N, k=-1))/h**2
        s.w = 1/np.sqrt((s.x[:, None] - s.x[None, :])**2 + 1)
        s.vext = vfun(s.x)
        I, J = np.triu_indices(N); m = np.arange(len(I))
        s.P = np.zeros((N*N, len(I)))              # symmetric (singlet) spatial basis
        amp = np.where(I == J, 1.0, 2**-0.5)
        s.P[I*N+J, m] = amp; s.P[J*N+I, m] = amp
        s.Tfull = np.kron(s.T, np.eye(N)) + np.kron(np.eye(N), s.T)
        s.K = s.P.T @ s.Tfull @ s.P
        s.occ = np.eye(N)[I] + np.eye(N)[J]
        s.wd = s.w[I, J]
        s.n0 = s.state(1.0, s.vext)["n"]
    def state(s, lam, v):
        E, C = np.linalg.eigh(s.K + np.diag(s.occ @ v + lam*s.wd))
        c = C[:, 0]
        return dict(E=E[0], c=c, om=E[1:]-E[0], n=s.occ.T @ c**2, v=v,
                    A=C[:, 1:].T @ (c[:, None]*s.occ), Vk=C[:, 1:].T @ (s.wd*c),
                    V=s.wd @ c**2, T=c @ s.K @ c)
    def solve_response(s, st, rhs):                # chi dv = rhs, constant shift removed
        chi = -2*st["A"].T @ (st["A"]/st["om"][:, None])
        d = 1/np.sqrt(s.n0); u = np.sqrt(s.n0/s.n0.sum())
        return d*np.linalg.solve(d[:, None]*chi*d[None, :] - np.outer(u, u), d*rhs)
    def invert(s, lam, v):
        err = lambda q: np.linalg.norm((s.n0 - q["n"])/np.sqrt(s.n0))
        st = s.state(lam, v)
        for _ in range(40):
            if err(st) < 1e-11: break
            dv = s.solve_response(st, s.n0 - st["n"]); step = 1.0
            while True:
                new = s.state(lam, st["v"] + step*dv)
                if err(new) < err(st) or step < 1e-3: break
                step /= 2
            st = new
        assert err(st) < 1e-11
        st["F"] = st["E"] - st["v"] @ s.n0
        st["dv"] = s.solve_response(st, 2*st["A"].T @ (st["Vk"]/st["om"]))
        st["slope"] = -2*np.sum((st["Vk"] + st["A"] @ st["dv"])**2/st["om"])
        return st
    def path(s, lams):
        S = {1.0: s.invert(1.0, s.vext)}
        for branch in (sorted([l for l in lams if l < 1], reverse=True),
                       sorted([l for l in lams if l > 1])):
            p = 1.0
            for l in branch:
                S[l] = s.invert(l, S[p]["v"] + (l-p)*S[p]["dv"]); p = l
        return S

# direct constrained search over all real amplitudes psi(x_up, x_down) on five sites
sm = Lattice(5, 1.0, lambda x: -1.5/np.sqrt((x-0.7)**2+1))
Ss = sm.path([0.5, 1.5, 2.0]); rng = np.random.default_rng(1)
occf = np.kron(np.eye(5), np.ones((5, 1))) + np.kron(np.ones((5, 1)), np.eye(5))
for lam in (0.5, 2.0):
    H = sm.Tfull + lam*np.diag(sm.w.ravel()); found = []
    for _ in range(4):
        c0 = np.sqrt(np.outer(sm.n0, sm.n0)).ravel()/2*(1 + 0.2*rng.standard_normal(25))
        r = minimize(lambda c: c @ H @ c, c0, jac=lambda c: 2*H @ c, method="SLSQP",
                     constraints=dict(type="eq", fun=lambda c: occf.T @ c**2 - sm.n0,
                                      jac=lambda c: 2*occf.T*c[None, :]),
                     options=dict(ftol=1e-13, maxiter=600))
        if np.abs(occf.T @ r.x**2 - sm.n0).max() < 1e-7: found.append(r.fun)
    assert found and abs(min(found) - Ss[lam]["F"]) < 1e-6
    print(f"5 sites lam={lam}: F search {min(found):.7f}, F inversion {Ss[lam]['F']:.7f} Ha")

# main example
R, h, N = 3.0, 0.5, 23
m = Lattice(N, h, lambda x: -1/np.sqrt((x-R/2)**2+1) - 1/np.sqrt((x+R/2)**2+1))
gx, gw = np.polynomial.legendre.leggauss(8)
q1 = [float(z) for z in 0.25*(gx+1)]; q2 = [z+0.5 for z in q1]; qw = 0.25*gw
grid = [k/10 for k in range(11)]; d = 1e-3; small = 0.05
S = m.path(set(grid+q1+q2+[small, -d, d, 0.5-d, 0.5+d, 1.5, 2.0]))
n0 = m.n0; phi = np.sqrt(n0/2)
U = 0.5*n0 @ m.w @ n0
Ts = 2*phi @ m.T @ phi
vs = -(m.T @ phi)/phi
eps, orb = np.linalg.eigh(m.T + np.diag(vs))
assert abs(eps[0]) < 1e-10 and abs(abs(orb[:, 0] @ phi) - 1) < 1e-10
Ex = -(phi**2) @ m.w @ phi**2                      # Fock integral, one orbital per spin
W = {l: S[l]["V"] - U for l in S}
for l in (0.5, 1.0, 2.0):                          # singlet is the global ground state
    vv = S[l]["v"]
    Hf = m.Tfull + np.diag((vv[:, None] + vv[None, :] + l*m.w).ravel())
    assert abs(np.linalg.eigvalsh(Hf)[0] - S[l]["E"]) < 1e-10
assert np.ptp(S[0.0]["v"] - vs) < 1e-6
assert abs(W[0.0] - Ex) < 1e-9 and abs(S[0.0]["F"] - Ts) < 1e-9
vH = m.w @ n0
assert np.ptp(S[0.0]["dv"] + vH/2) < 1e-6          # dv/dlam at 0 = -(vH+vx), vx=-vH/2
ls = sorted(l for l in S if l >= 0)
for i, a in enumerate(ls):
    for b in ls[i+1:]:
        dF = S[b]["F"] - S[a]["F"]
        assert (b-a)*S[b]["V"] - 1e-10 <= dF <= (b-a)*S[a]["V"] + 1e-10
        assert W[b] < W[a] and S[b]["T"] > S[a]["T"] - 1e-10
F2 = np.diff([S[l]["F"] for l in grid], 2); W2 = np.diff([W[l] for l in grid], 2)
assert F2.max() < 0
dF_fd = (S[0.5+d]["F"] - S[0.5-d]["F"])/(2*d)
dW_fd = (W[0.5+d] - W[0.5-d])/(2*d)
assert abs(dF_fd - S[0.5]["V"]) < 1e-6             # O(d^2) difference error
assert abs(dW_fd/S[0.5]["slope"] - 1) < 1e-4
pair = phi[:, None]*orb[:, 1:]
GL2 = -np.sum((pair.T @ m.w @ pair)**2/(eps[1:, None] + eps[None, 1:] - 2*eps[0]))
dW0 = (W[d] - W[-d])/(2*d)
assert abs(dW0/(2*GL2) - 1) < 1e-4
I1 = sum(w*W[l] for l, w in zip(q1, qw)); I = I1 + sum(w*W[l] for l, w in zip(q2, qw))
Ec = S[1.0]["F"] - Ts - U - Ex; Tc = S[1.0]["T"] - Ts
assert abs(Ec - (I - Ex)) < 1e-7 and abs(Tc - (I - W[1.0])) < 1e-7
Tc_half = S[0.5]["T"] - Ts
assert abs(Tc_half - (I1 - 0.5*W[0.5])) < 1e-7
nodes = list(zip(q1+q2, list(qw)*2))
Tc_p = -sum(w*l*S[l]["slope"] for l, w in nodes)
Ec_p = sum(w*(1-l)*S[l]["slope"] for l, w in nodes)
assert abs(Tc_p - Tc) < 1e-6 and abs(Ec_p - Ec) < 1e-6 and Ec < 0 < Tc
# approach of W to Ex
Phi = np.outer(phi, phi).ravel(); V0 = Phi**2 @ m.w.ravel()
sig = np.sqrt(Phi**2 @ m.w.ravel()**2 - V0**2); gap = eps[1] - eps[0]
for l in (d, small):
    x = np.sqrt(1 - (Phi @ m.P @ S[l]["c"])**2); xb = 2*l*sig/(gap - l*V0)
    chain = [gap*x*x, S[l]["T"] - Ts, l*(Ex - W[l]), l*(2*sig*x + V0*x*x)]
    assert l*V0 < gap and chain[0] < chain[1] < chain[2] < chain[3]
    assert x < xb and Ex - W[l] < 2*sig*xb + V0*xb*xb
# control: coupling scaled at fixed external potential
fx = m.state(0.0, m.vext)
area_fixed_v = S[1.0]["E"] - fx["E"] - S[1.0]["V"]
assert abs(fx["V"] - U - Ex) > 1e-3 and abs(area_fixed_v - Tc) > 1e-3

print(f"model: R={R} bohr, spacing={h} bohr, N={N} points, walls at +-{h*(N+1)/2} bohr")
print(f"E(lam=1)={S[1.0]['E']:.6f} Ha, int v n={m.vext @ n0:.6f} Ha, T1={S[1.0]['T']:.6f} Ha")
print(f"Ts={Ts:.6f} Ha, U={U:.6f} Ha, Ex={Ex:.6f} Ha, V0={V0:.6f} Ha, V1={S[1.0]['V']:.6f} Ha")
print("lam    F (Ha)     W (Ha)     Tc_lam (Ha)  dW/dlam (Ha)")
for l in grid + [1.5, 2.0]:
    print(f"{l:.1f}  {S[l]['F']:.6f}  {W[l]:.6f}  {abs(S[l]['T']-Ts):.6f}  {S[l]['slope']:.6f}")
print(f"second differences (step 0.1): max F {F2.max():.3e} Ha, min W {W2.min():.3e} Ha")
print(f"lam=0.5: dF/dlam diff {dF_fd:.7f} Ha, <V> {S[0.5]['V']:.7f} Ha")
print(f"lam=0.5: dW/dlam diff {dW_fd:.7f} Ha, sum over states {S[0.5]['slope']:.7f} Ha")
print(f"Exc = int W = {I:.7f} Ha; F1-Ts-U = {S[1.0]['F']-Ts-U:.7f} Ha")
print(f"Ec definition {Ec:.7f}, area {I-Ex:.7f}, by parts {Ec_p:.7f} Ha = {Ec*EV:.4f} eV")
print(f"Tc definition {Tc:.7f}, area {I-W[1.0]:.7f}, by parts {Tc_p:.7f} Ha = {Tc*EV:.4f} eV")
print(f"rectangle Ex-W1 = {Ex-W[1.0]:.7f} Ha = {(Ex-W[1.0])*EV:.4f} eV; Tc/|Ec| = {Tc/-Ec:.4f}")
print(f"Tc(0.5) definition {Tc_half:.7f} Ha, area {I1-0.5*W[0.5]:.7f} Ha")
print(f"Ec_GL2 {GL2:.6f} Ha, 2Ec_GL2 {2*GL2:.6f} Ha, W'(0) diff {dW0:.6f} Ha")
print(f"KS gap {gap:.6f} Ha, sigma {sig:.6f} Ha, gap/V0 {gap/V0:.4f}")
print(f"lam={small}: x={x:.5f}, bound {xb:.5f}; Ex-W={Ex-W[small]:.6f}, bound {2*sig*xb+V0*xb*xb:.6f} Ha")
print("chain (Ha): " + " < ".join(f"{z:.3e}" for z in chain))
print(f"fixed v: <V>_0-U={fx['V']-U:.6f} Ha, area above <V>_1={area_fixed_v:.6f} Ha")

# degenerate KS state: half-filled 4-site Hubbard ring, two up and two down electrons
t, Uh = 1.0, 1.0
a1 = np.array([[0., 1.], [0., 0.]]); Z = np.diag([1., -1.]); ops = []
for i in range(4):
    o = np.eye(1)
    for j in range(4): o = np.kron(o, Z if j < i else a1 if j == i else np.eye(2))
    ops.append(o)
idx = np.where(np.round(np.diag(sum(o.T @ o for o in ops))) == 2)[0]
pr = lambda M: M[np.ix_(idx, idx)]
hop = pr(sum(-t*(ops[i].T @ ops[(i+1) % 4] + ops[(i+1) % 4].T @ ops[i]) for i in range(4)))
ni = [pr(o.T @ o) for o in ops]; e6 = np.eye(6)
Tr = np.kron(hop, e6) + np.kron(e6, hop); Vr = Uh*sum(np.kron(q, q) for q in ni)
ev = lambda M, p: float(np.real(p.conj() @ M @ p))
dens = lambda p: np.array([ev(np.kron(q, e6) + np.kron(e6, q), p) for q in ni])
def det2(u, v):
    cr = lambda f: sum(f[i]*ops[i].T for i in range(4))
    return (cr(u) @ cr(v) @ np.eye(16)[0])[idx]
j = np.arange(4); k0 = np.ones(4)/2
pw = np.kron(det2(k0, 1j**j/2), det2(k0, (-1j)**j/2))
st = np.kron(det2(k0, np.array([1, 0, -1, 0])/2**.5), det2(k0, np.array([0, 1, 0, -1])/2**.5))
E0, C0 = np.linalg.eigh(Tr); G = C0[:, E0 < E0[0] + 1e-9]
Vmin = np.linalg.eigvalsh(G.T @ Vr @ G)[0]
g = np.linalg.eigh(Tr + d*Vr)[1][:, 0]
for p in (pw, st, g): assert np.abs(dens(p) - 1).max() < 1e-8
for p in (pw, st): assert abs(ev(Tr, p) - E0[0]) < 1e-10
assert abs(ev(Vr, g) - Vmin) < 1e-3                # O(lam) drift at lam = 1e-3
assert abs(ev(Vr, st) - Vmin) < 1e-10 and ev(Vr, pw) - ev(Vr, g) > 0.1
Ur = 0.5*Uh*np.sum(dens(g)**2)
print(f"ring t={t}, U={Uh} Ha: Ts={E0[0]:.4f} Ha, degeneracy {G.shape[1]}, Hartree {Ur:.4f} Ha")
print(f"ring Ex: plane-wave det {ev(Vr, pw)-Ur:.4f} Ha, standing-wave det {ev(Vr, st)-Ur:.4f} Ha")
print(f"ring W(lam={d}) = {ev(Vr, g)-Ur:.5f} Ha")
print("success")
```

Output:

```
5 sites lam=0.5: F search 0.7034787, F inversion 0.7034787 Ha
5 sites lam=2.0: F search 1.7452251, F inversion 1.7452251 Ha
model: R=3.0 bohr, spacing=0.5 bohr, N=23 points, walls at +-6.0 bohr
E(lam=1)=-1.702743 Ha, int v n=-2.285875 Ha, T1=0.165790 Ha
Ts=0.121114 Ha, U=1.095200 Ha, Ex=-0.547600 Ha, V0=0.547600 Ha, V1=0.417341 Ha
lam    F (Ha)     W (Ha)     Tc_lam (Ha)  dW/dlam (Ha)
0.0  0.121114  -0.547600  0.000000  -0.279827
0.1  0.174515  -0.574278  0.001309  -0.250514
0.2  0.225421  -0.597308  0.004729  -0.209328
0.3  0.274233  -0.616171  0.009411  -0.168714
0.4  0.321353  -0.631273  0.014668  -0.134579
0.5  0.367120  -0.643336  0.020074  -0.107857
0.6  0.411804  -0.653056  0.025403  -0.087482
0.7  0.455608  -0.660995  0.030551  -0.072014
0.8  0.498690  -0.667580  0.035480  -0.060196
0.9  0.541167  -0.673124  0.040185  -0.051065
1.0  0.583132  -0.677859  0.044677  -0.043918
1.5  0.787338  -0.694123  0.064609  -0.024374
2.0  0.985230  -0.704046  0.081807  -0.016317
second differences (step 0.1): max F -5.123e-04 Ha, min W 8.090e-04 Ha
lam=0.5: dF/dlam diff 0.4518647 Ha, <V> 0.4518646 Ha
lam=0.5: dW/dlam diff -0.1078569 Ha, sum over states -0.1078567 Ha
Exc = int W = -0.6331820 Ha; F1-Ts-U = -0.6331820 Ha
Ec definition -0.0855818, area -0.0855818, by parts -0.0855818 Ha = -2.3288 eV
Tc definition 0.0446769, area 0.0446769, by parts 0.0446769 Ha = 1.2157 eV
rectangle Ex-W1 = 0.1302587 Ha = 3.5445 eV; Tc/|Ec| = 0.5220
Tc(0.5) definition 0.0200744 Ha, area 0.0200744 Ha
Ec_GL2 -0.139913 Ha, 2Ec_GL2 -0.279827 Ha, W'(0) diff -0.279826 Ha
KS gap 0.143294 Ha, sigma 0.259784 Ha, gap/V0 0.2617
lam=0.05: x=0.03291, bound 0.22412; Ex-W=0.013709, bound 0.143949 Ha
chain (Ha): 1.552e-04 < 3.402e-04 < 6.854e-04 < 8.846e-04
fixed v: <V>_0-U=-0.480483 Ha, area above <V>_1=0.098550 Ha
ring t=1.0, U=1.0 Ha: Ts=-4.0000 Ha, degeneracy 4, Hartree 2.0000 Ha
ring Ex: plane-wave det -1.0000 Ha, standing-wave det -1.2500 Ha
ring W(lam=0.001) = -1.25020 Ha
success
```
